# Phonon-assisted optical absorption at an indirect gap, part 3

A model semiconductor with an indirect gap \(E_g=1.00\) eV and one 40 meV phonon \(\hbar\Omega\) absorbs 0.041 cm⁻¹ at 1.00 eV and 300 K, but 0.00037 cm⁻¹ at 77 K. At 1.20 eV the same cooling takes 4.3 to 2.3 cm⁻¹; at 0.95 eV absorption vanishes. These opening numbers are to be explained. Units are SI, with energies in eV.

An electron goes from \(v\mathbf k\) to \(c\mathbf k'\); upper signs mean phonon absorption, lower signs emission. The amplitude \(S_\pm\) sums products of coupling \(g\) and velocity \(v\) over energy denominators, photon first (first sum) or phonon first (second sum). In the second sum, an occupied band means a vertical transition at \(\mathbf k'\), then hole scattering (path (b)). Paths (e) and (f) give the intraband terms \(g_{cv}[v_{vv}(\mathbf k)-v_{cc}(\mathbf k')]/\hbar\omega\). Entry 2 dropped \(i\hbar\eta\) from the denominators, assuming none vanishes.

Hole and electron energies from the extrema are \(a\) and \(b\), with \(a+b=E_\pm=\hbar\omega-E_g\pm\hbar\Omega\), masses \(m_{v,i},m_{c,i}\), and scaled momenta \(y_i=\hbar k_i/\sqrt{2m_i}\). Entry 8 found that \(d\) free momentum components give \(E^{d/2-1}\), and for free pairs

\[
J(E)=CE^2\,\theta(E),\qquad C=\frac{(m_cm_v)^{3/2}}{16\pi^3\hbar^6},
\]

where \(m^3=m_1m_2m_3\); a grid count tested this. With thermal occupation \(n\), Entry 9 gives

\[
\alpha\,\hbar\omega=A_+\,n\,(\hbar\omega-E_g+\hbar\Omega)^2\,\theta(E_+)+A_-\,(n+1)\,(\hbar\omega-E_g-\hbar\Omega)^2\,\theta(E_-),
\]
\[
A_\pm=\frac{\pi e^2\hbar\,g_sN_{\rm val}V_{\rm cell}\,C\,|S_\pm|^2}{\varepsilon_0n_rc},
\]

with spin factor \(g_s\), \(N_{\rm val}\) valleys, cell volume \(V_{\rm cell}\), refractive index \(n_r\), and \(S_\pm\) taken at threshold. The squared slopes of the two branches have ratio \((A_-/A_+)e^{\hbar\Omega/k_BT}\). For equal coefficients and \(E=\hbar\omega-E_g\),

\[
n(E+\hbar\Omega)^2+(n+1)(E-\hbar\Omega)^2=(2n+1)\bigl(E^2+\hbar^2\Omega^2\bigr)-2E\hbar\Omega ,
\]

which tends to the static-disorder limit \((2n+1)E^2\). Also \(\alpha=\omega\varepsilon_2/n_rc\) (Entry 6).

The final printout includes earlier tests: decay rates (Entry 2), Fock-space amplitudes against \(\sqrt{n_{\mathbf q}}\) and \(\sqrt{n_{-\mathbf q}+1}\) (Entry 5), and an oscillator sum rule (Entry 6).

## Entry 10. Where the quadratic law bends or breaks

*Varying denominators.* If \(S\) depends on \(\hbar\omega\) and on the hole energy \(a\), expand about threshold, where \(\hbar\omega\) exceeds its threshold value by \(E\): \(|S|^2\approx|S_0|^2[1+E\,\partial_{\hbar\omega}\ln|S|^2+a\,\partial_a\ln|S|^2]\). The weight \(\sqrt{a(E-a)}\) is symmetric under \(a\to E-a\), so the mean of \(a\) is \(E/2\), and the relative correction to the law is linear in \(E\):

\[
\frac{\alpha_{\rm full}}{\alpha_{\rm law}}-1\approx\lambda E,\qquad\lambda=\partial_{\hbar\omega}\ln|S|^2+\tfrac12\,\partial_a\ln|S|^2 .
\]

When the paths do not nearly cancel in \(S_0\), the scale of \(1/\lambda\) is that of the energy denominators; a near cancellation makes \(S_0\) small without in general making its derivatives small, and \(\lambda\) can then be much larger. Nonparabolicity and the variation of \(g\) and \(v\) with wave vector add to the correction; a slope of \(\Omega\) acts first as the small threshold shift of Entry 8. When \(\hbar\omega\) reaches a direct gap a denominator vanishes, the step of dropping \(i\hbar\eta\) in Entry 2 fails, and the lifetime of the intermediate state and first-order absorption have to be included.

*Vanishing amplitude.* If symmetry or cancellation makes \(S=0\) at the extrema and threshold, and the expansion of \(S\) contains a term linear in the momenta, that term leads and \(|S|^2\) is quadratic. (If there is no such term, as when \(S\) depends only on \(a\) and \(\hbar\omega\), then \(S\) is of order \(E\), \(|S|^2\) of order \(E^2\), and the edge rises as \(E^4\).) In the scaled variables the shell \(\sum_{i=1}^6y_i^2=E\) is a sphere, all six \(y_i^2\) have the same mean, and each is \(E/6\); products \(y_iy_l\) with \(i\neq l\) are odd and average to zero. A weight \(\hbar^2k_x'^2/2m_{c,x}\) thus turns \(J\) into \(CE^3/6\), and the edge is cubic. The grid count tests this too: the weighted count is compared with \(\int_0^ECE'^3/6\,dE'=CE^4/24\) to 0.5%, and the printed exponent is 3.000.

The intraband terms (e) and (f) are of this type. Differentiating the eigenvalue equation of \(H_{\mathbf k}=(\mathbf p+\hbar\mathbf k)^2/2m_e+U\) for the periodic part of a normalized Bloch function gives \(\partial\varepsilon_{n\mathbf k}/\partial\mathbf k=\langle\partial H_{\mathbf k}/\partial\mathbf k\rangle=\hbar\mathbf v_{nn}\), which vanishes at an extremum and is linear in \(\mathbf k\) near it. A model with only the bands \(v\) and \(c\) and only the coupling \(g_{cv}\) therefore has a cubic edge. When an allowed \(S_0\) is present as well, and \(g_{cv}\) and the allowed amplitude have no term linear in the momenta, the cross term is odd in the momenta and averages to zero at this order, and the square of the intraband term adds to \(\lambda\). If either has a linear term, its product with the intraband velocity is even in the momenta and of order \(E\), so the cross term also contributes to \(\lambda\), at the same order as the square and with either sign.

*Excitons.* With electron-hole attraction the lowest final states are bound pairs of binding energy \(E_b\) and total momentum \(\mathbf K\) measured from the vector joining the extrema. The three relative coordinates are then fixed by the bound state, only \(\mathbf K\) is free, and the counting rule of Entry 8 with \(d=3\) gives \(\sqrt{\hbar\omega-E_g+E_b\pm\hbar\Omega}\) for each bound state with nonzero amplitude. The factors \(n\) and \(n+1\) are unchanged, since Entry 3 did not use the nature of the electronic states. The attraction also alters the continuum above \(E_g\). For isotropic masses, a statically screened Coulomb attraction and constant \(S\), a pair of relative energy \(\epsilon\) is weighted by the standard factor \(2\pi\eta/(1-e^{-2\pi\eta})\) with \(\eta=\sqrt{E_b/\epsilon}\) (quoted, not derived here), which tends to \(1+\pi\eta\) for \(\epsilon\gg E_b\). The term \(\pi\eta\) adds \(\pi\sqrt{E_b}\int_0^E\sqrt{E-\epsilon}\,d\epsilon=\tfrac23\pi\sqrt{E_b}\,E^{3/2}\) to \(\pi E^2/8\), a relative excess \(\tfrac{16}{3}\sqrt{E_b/E}\) at leading order. Since \(x/(1-e^{-x})=\tfrac x2+\tfrac x2\coth\tfrac x2\ge1+\tfrac x2\), this is a lower bound on the excess, which is therefore still above 50% at \(E=100E_b\). The free-pair law is therefore approached slowly: it needs \(\sqrt{E_b/E}\ll3/16\) together with \(\lambda E\ll1\), and a range satisfying both need not exist. The exciton case is not computed by the program.

*Higher orders.* The rate is of order \(g^2\). Two-phonon processes give thresholds down to \(E_g-2\hbar\Omega\), and the self-energy of order \(g^2\), together with the terms quadratic in the displacements dropped in Entry 1, which enter at the same order, shifts \(E_g\) with temperature. The same self-energy gives the band-edge states a width; a state at a band edge has no final state for phonon emission, so at this order the width is proportional to \(n\) and vanishes as \(T\to0\). None of these effects is computed here. The strict zero below \(E_g-\hbar\Omega\) is a property of second order.

## Entry 11. The worked example

The parameters are round model values and describe no particular material: \(E_g=1.0\) eV, \(\hbar\Omega=0.04\) eV, \(m_v=0.5\,m_e\) (isotropic), \(m_c=(0.8,0.2,0.2)\,m_e\), four valleys with equal \(|S|\), \(V_{\rm cell}=50\) Å\(^3\), \(n_r=3\), \(g_s=2\). Two intermediate bands are kept, both flat. An empty band at \(\mathbf k\) lies \(E_1=3.0\) eV above the valence maximum and enters the first sum. An occupied band at \(\mathbf k'\) lies \(E_2=3.5\) eV below the conduction minimum, at energy \(E_g-E_2\), and enters the second sum. Both paths have \(|g|=0.05\) eV and \(|v|=10^6\) m/s, and \(g_{cv}\) is set to zero, so there are no intraband terms. The amplitude is

\[
S_\pm=gv\left(\frac1{d_1}+\frac{\sigma}{d_2}\right),\qquad d_1=-a+\hbar\omega-E_1,\qquad d_2=-a\pm\hbar\Omega-(E_g-E_2),
\]

where \(\sigma=\pm1\) is the relative sign of the two numerators, a property of the wave functions and here an input.

*Denominators and amplitudes.* For phonon absorption the threshold is 0.96 eV, \(d_1=0.96-3.0=-2.04\) eV and \(d_2=0.04+2.5=2.54\) eV. The second value also equals \(E_2-\hbar\omega=3.5-0.96\), the detuning of the vertical transition at the valley, as path (b) says it must. With \(gv=5\times10^4\) eV m/s the terms are \(-2.451\times10^4\) and \(+1.969\times10^4\) m/s. The denominators have opposite signs, so equal numerators (\(\sigma=+1\)) cancel in part, leaving \(|S_+|=4.82\times10^3\) m/s, and opposite numerators (\(\sigma=-1\)) add to \(|S_+|=4.42\times10^4\) m/s. For emission the threshold is 1.04 eV, \(d_1=-1.96\) eV, \(d_2=2.46\) eV, the terms are \(-2.551\times10^4\) and \(+2.033\times10^4\) m/s, and \(|S_-|=4.58\times10^4\) m/s (adding) or \(5.19\times10^3\) m/s (cancelling).

*Phase space.* The conduction density-of-states mass is \((0.8\times0.2\times0.2)^{1/3}m_e=0.3175\,m_e\). Then \((m_cm_v)^{3/2}=\sqrt{0.032\times0.125}\,m_e^3=0.06325\,m_e^3\), and with the constant \(\hbar^2/m_e=7.620\) eV Å\(^2\),

\[
C=\frac{0.06325}{16\pi^3\times7.620^3}\ {\rm eV^{-3}\,\mathring A^{-6}}=2.881\times10^{-7}\ {\rm eV^{-3}\,\mathring A^{-6}} .
\]

*Coefficients.* With the fine-structure constant \(\alpha_f=e^2/4\pi\varepsilon_0\hbar c=1/137.04\), the combination \(\pi e^2\hbar/\varepsilon_0c\) equals \(4\pi^2\alpha_f\hbar^2\), so \(A_\pm=4\pi^2\alpha_f\,g_sN_{\rm val}V_{\rm cell}C(\hbar|S_\pm|)^2/n_r\). For the adding sign, \(\hbar|S_+|=6.582\times10^{-16}\ {\rm eV\,s}\times4.4195\times10^{14}\) Å/s \(=0.2909\) eV Å, and

\[
A_+=0.2881\times\frac{2\times4}{3}\times\bigl(50\times2.881\times10^{-7}\bigr)\times0.2909^2\ {\rm \mathring A^{-1}eV^{-1}}=9.37\times10^{-7}\ {\rm \mathring A^{-1}eV^{-1}},
\]

which is 93.7 cm⁻¹ eV⁻¹. The same formula gives \(A_-=100.7\) cm⁻¹ eV⁻¹, and \(A_-/A_+=(4.5835/4.4195)^2=1.076\). For the cancelling sign the values are 1.12 and 1.29 cm⁻¹ eV⁻¹: in this model the relative sign of the two orderings changes \(A_+\) by a factor \(93.66/1.116\approx84\). The adding sign is used below.

*Occupations.* At 300 K, \(k_BT=0.02585\) eV, \(n=0.2704\), \(n+1=1.2704\), and \((n+1)/n=4.70\). At 77 K, \(k_BT=0.00664\) eV, \(n=0.00242\), and \((n+1)/n=415\). The ratio of squared slopes at 300 K is \(1.076\times4.70=5.05\), which is 7.6% above the Boltzmann factor.

*One point in full.* At 1.10 eV and 300 K, \(E_+=0.14\) eV and \(E_-=0.06\) eV:

\[
\alpha_+=\frac{93.66\times0.2704\times0.14^2}{1.10}=0.451\ {\rm cm^{-1}},\qquad\alpha_-=\frac{100.74\times1.2704\times0.06^2}{1.10}=0.419\ {\rm cm^{-1}},
\]

0.870 cm⁻¹ in all. The full integral over \(a\), with the denominators varying, gives \(\varepsilon_2=4.91\times10^{-5}\) at \(\omega=1.671\times10^{15}\) s⁻¹, so \(\alpha=1.671\times10^{15}\times4.91\times10^{-5}/(3\times2.998\times10^{10}\ {\rm cm/s})=0.912\) cm⁻¹, an absorption length of 1.10 cm. The two branches are equal where \(E+\hbar\Omega=r(E-\hbar\Omega)\) with \(r=\sqrt{5.05}=2.25\), that is at \(E=\hbar\Omega(r+1)/(r-1)=0.104\) eV, just above this point.

The values of \(\alpha\) in cm⁻¹ are:

| \(\hbar\omega\) (eV) | law, 300 K | full, 300 K | law, 77 K | full, 77 K |
|---|---|---|---|---|
| 0.95 | 0 | 0 | 0 | 0 |
| 1.00 | 0.0405 | 0.0413 | 0.00036 | 0.00037 |
| 1.04 | 0.156 | 0.162 | 0.00139 | 0.00144 |
| 1.10 | 0.870 | 0.912 | 0.335 | 0.344 |
| 1.20 | 3.95 | 4.31 | 2.17 | 2.34 |

At 1.04 eV the output shows an emission term of order \(10^{-31}\) cm⁻¹. The exact value at this threshold is zero; the printed number is the square of the rounding residue of \(1.04-1.0-0.04\) in floating-point arithmetic, multiplied by \(A_-(n+1)/\hbar\omega\).

*Law against full integral.* The full values lie above the law wherever they are nonzero, and Entry 10 gives the size. For \(\sigma=-1\), \(\partial S/\partial\hbar\omega=-gv/d_1^2\), and since both denominators fall as \(a\) rises, \(\partial S/\partial a=gv(1/d_1^2-1/d_2^2)\). The combination \(\partial_{\hbar\omega}S+\tfrac12\partial_aS\) is \(-\tfrac12gv(1/d_1^2+1/d_2^2)\), and \(S=-gv(1/|d_1|+1/d_2)\). With \(\partial\ln S^2=2\,\partial S/S\),

\[
\lambda=\frac{1/d_1^2+1/d_2^2}{1/|d_1|+1/d_2}.
\]

For absorption, \((0.2403+0.1550)/(0.4902+0.3937)=0.447\) eV⁻¹, and for emission \((0.2603+0.1652)/(0.5102+0.4065)=0.464\) eV⁻¹. The program's quadrature at 1 meV of excess energy prints the same two numbers. Its assertions are that the full integral agrees with the law to \(10^{-3}\) at 0.1 meV and that the deviation doubles, within 0.05 in the ratio, from 1 meV to 2 meV. At 1.00 eV the estimate is \(0.447\times0.04=1.8\%\), and \(0.04125/0.04052=1.018\). At 1.20 eV and 300 K the linear estimate, weighted by the two branches, is \((1.215\times0.447\times0.24+2.73\times0.464\times0.16)/3.946=8.4\%\), while \(4.307/3.946=1.091\); the difference belongs to the terms beyond linear order in \(E\). The sign is positive because, averaged over the shell, both vertical transitions move toward resonance: \(|d_1|=E_1+a-\hbar\omega\) and \(d_2\) each shrink by \(E/2\).

*The opening numbers.* At 0.95 eV both excess energies are negative and no one-phonon final state exists. At 1.00 eV only phonon absorption is open, with \(E_+=\hbar\Omega=0.04\) eV handed over by the phonon, and \(\alpha=93.66\times0.2704\times0.04^2/1.00=0.0405\) cm⁻¹ at 300 K. Everything in this expression except \(n\) is independent of temperature in the model, so cooling divides it by \(0.2704/0.00242\approx112\), in the law and in the full integral alike. At 1.20 eV and 300 K the branches give 1.215 and 2.73 cm⁻¹. On cooling, the first falls by the same factor of 112, to 0.0109 cm⁻¹, while the second falls only by \(1.2704/1.0024=1.27\), to 2.154 cm⁻¹. The total falls by \(3.946/2.165=1.82\) in the law and by \(4.307/2.338=1.84\) in the full integral. The static-disorder limit of Entry 9 would give \((2\times0.2704+1)/(2\times0.0024+1)=1.53\); at \(E=0.2\) eV, five phonon energies above the gap, the term \(-2E\hbar\Omega=-0.016\) eV\(^2\) is still a sizable part of \(E^2+\hbar^2\Omega^2=0.0416\) eV\(^2\), and subtracting it at both temperatures raises the ratio to \((1.541\times0.0416-0.016)/(1.005\times0.0416-0.016)=1.86\) for equal coefficients. The larger \(A_-\) gives more weight to the weakly temperature-dependent branch and brings this down to 1.82.

## Computed results

```
decay rate exact / coherent golden rule = 0.9862
decay rate exact / incoherent sum = 0.3060
Fock n_q=3 n_-q=1 s=+1: half gap/|S| = 1.73205, boson factor 1.73205
Fock n_q=3 n_-q=1 s=-1: half gap/|S| = 1.41422, boson factor 1.41421
Fock n_q=1 n_-q=0 s=+1: half gap/|S| = 1.00000, boson factor 1.00000
Fock n_q=1 n_-q=0 s=-1: half gap/|S| = 1.00000, boson factor 1.00000
largest relative error, photon first only: 0.540
largest relative error, phonon first only: 0.674
largest relative error, no occupied m: 0.261
largest relative error, no intraband: 0.548
int w eps2 dw, quantum / Lorentz = 0.99985
grid count / (C E^3/3) at 0.1 eV = 1.0000
edge exponent from grid: allowed 2.000, forbidden 3.000
Eg 1.0 eV, Om 0.04 eV, g 0.05 eV, v 1e+06 m/s, E1 3.0 eV, E2 3.5 eV
mv 0.5 me, mc (0.8, 0.2, 0.2) me, valleys 4, Vcell 50 A^3, nr 3.0, gs 2
DOS mass mc = 0.3175 me, C = 2.8814e-07 eV^-3 A^-6
abs: threshold 0.96 eV, denominators -2.04 and 2.54 eV
abs: path terms -2.4510e+04 and 1.9685e+04 m/s
abs: |S| adding 4.4195e+04, cancelling 4.8248e+03 m/s
abs: A adding 93.657, cancelling 1.116 cm^-1 eV^-1
abs: full/law - 1 per eV of excess = 0.447 1/eV
emis: threshold 1.04 eV, denominators -1.96 and 2.46 eV
emis: path terms -2.5510e+04 and 2.0325e+04 m/s
emis: |S| adding 4.5835e+04, cancelling 5.1850e+03 m/s
emis: A adding 100.739, cancelling 1.289 cm^-1 eV^-1
emis: full/law - 1 per eV of excess = 0.464 1/eV
A_emis / A_abs = 1.0756
T = 300 K: kT = 0.02585 eV, n = 0.27037, n+1 = 1.27037, (n+1)/n = 4.70
  hw 0.95 eV: abs 0, emis 0, law 0, full 0 cm^-1
  hw 1.00 eV: abs 0.04052, emis 0, law 0.04052, full 0.04125 cm^-1
  hw 1.04 eV: abs 0.1558, emis 1.481e-31, law 0.1558, full 0.1616 cm^-1
  hw 1.10 eV: abs 0.4512, emis 0.4188, law 0.87, full 0.9119 cm^-1
  hw 1.20 eV: abs 1.215, emis 2.73, law 3.946, full 4.307 cm^-1
T = 77 K: kT = 0.00664 eV, n = 0.00242, n+1 = 1.00242, (n+1)/n = 415.02
  hw 0.95 eV: abs 0, emis 0, law 0, full 0 cm^-1
  hw 1.00 eV: abs 0.0003619, emis 0, law 0.0003619, full 0.0003685 cm^-1
  hw 1.04 eV: abs 0.001392, emis 1.169e-31, law 0.001392, full 0.001444 cm^-1
  hw 1.10 eV: abs 0.004031, emis 0.3305, law 0.3345, full 0.3442 cm^-1
  hw 1.20 eV: abs 0.01086, emis 2.154, law 2.165, full 2.338 cm^-1
hw 1.10 eV, 300 K: omega = 1.6712e+15 1/s, eps2 = 4.9075e-05
hw 1.10 eV, 300 K: alpha = 0.9119 cm^-1, 1/alpha = 1.097 cm
```
